# Separating magnetic and electrostatic electron phases by turning the specimen over, part 1

(Sections cited here and not found follow in the second part.)

## I. The phase and its behaviour under a flip

### Definitions and conventions

The electron has charge $-e$, with $e>0$, and rest mass $m$. Its kinetic energy in vacuum is $E$, its momentum there is $p_0$ and its speed is $v$. The beam runs along $+z$. A point in space is $\mathbf r=(\boldsymbol\rho,z)$ with $\boldsymbol\rho=(x,y)$. Image coordinates are referred back to the specimen plane, so an image point is also labelled by $\boldsymbol\rho$.

The specimen produces an electrostatic potential $V(\mathbf r)$ and a vector potential $\mathbf A(\mathbf r)$, with $\mathbf B=\nabla\times\mathbf A$. It carries no net charge, so that the line integral of $V$ converges. Both potentials vanish far away. The potential energy of the electron is $-eV$; a positive $V$, as inside solid matter, speeds the electron up.

The wave is written $\psi=a\,e^{iS/\hbar}$ with real $a$ and $S$. The phase $\varphi(\boldsymbol\rho)$ is $S/\hbar$ behind the specimen minus its value for the same path in vacuum. The claim concerns its two parts,

$$\varphi=\varphi_e+\varphi_m,\qquad \varphi_e=C_E\int V\,dz,\qquad \varphi_m=-\frac{e}{\hbar}\int A_z\,dz,\qquad C_E=\frac{e}{\hbar v}.$$

All $z$ integrals run from $-\infty$ to $\infty$. If the specimen is turned by 180° about an axis in the image plane, and the second image is mirrored into register with the first, then $\varphi_e$ is unchanged and $\varphi_m$ has the opposite sign. The mirroring is part of the statement. Without it the magnetic image need not change sign.

### Where the phase comes from

Without spin, an electron of fixed total energy obeys

$$c^2(-i\hbar\nabla+e\mathbf A)^2\psi+m^2c^4\psi=(E+mc^2+eV)^2\psi .$$

The operator in the first bracket acts on $\psi=a\,e^{iS/\hbar}$ as

$$(-i\hbar\nabla+e\mathbf A)\psi=\left(\nabla S+e\mathbf A-i\hbar\frac{\nabla a}{a}\right)\psi .$$

When the amplitude and the momentum change little over a wavelength, the derivatives of $a$ and of $\nabla S+e\mathbf A$ may be dropped. What remains is

$$|\nabla S+e\mathbf A|^2=p_k^2,\qquad p_k^2c^2=(E+eV+mc^2)^2-m^2c^4=(E+eV)^2+2(E+eV)mc^2 .$$

Here $p_k$ is the size of the kinetic momentum. The canonical momentum $\nabla S$ is the kinetic momentum minus $e\mathbf A$, because the charge is negative.

Let $\boldsymbol\Pi_\perp=\nabla_\perp S+e\mathbf A_\perp$ be the transverse kinetic momentum. The forward-moving solution satisfies

$$\frac{\partial S}{\partial z}+eA_z=\sqrt{p_k^2-\Pi_\perp^2}\simeq p_k-\frac{\Pi_\perp^2}{2p_k}.$$

The last term describes sideways motion inside the specimen. The projection approximation drops it. Integrating along a straight line at fixed $\boldsymbol\rho$ and subtracting the vacuum value gives

$$\varphi(\boldsymbol\rho)=\frac1\hbar\int\left(p_k-p_0-eA_z\right)dz .$$

For the electrostatic part, write $W=E+mc^2$ for the total energy in vacuum, so that $p_0^2c^2=W^2-m^2c^4$. Differentiation gives $2p_0c^2\,dp_0=2W\,dW$, hence

$$\frac{dp_0}{dW}=\frac{W}{p_0c^2}=\frac1v,$$

since $v=p_0c^2/W$. The potential raises the kinetic energy by $eV$, so to first order $p_k-p_0=eV/v$. This yields $C_E=e/(\hbar v)$ and the two integrals stated above.

### Gauge freedom and the sign of the force

The vector potential is not unique. Replacing $\mathbf A$ by $\mathbf A+\nabla\chi$, with $\chi$ vanishing far before and behind the specimen, changes the magnetic phase by

$$-\frac e\hbar\int\frac{\partial\chi}{\partial z}\,dz=-\frac e\hbar\left[\chi\right]_{-\infty}^{\infty}=0 .$$

The gradient of the phase can be expressed through the field itself. From $B_y=\partial_zA_x-\partial_xA_z$ and the vanishing of $A_x$ at both ends,

$$\int B_y\,dz=\left[A_x\right]_{-\infty}^{\infty}-\frac{\partial}{\partial x}\int A_z\,dz=-\frac{\partial}{\partial x}\int A_z\,dz .$$

In the same way $B_x=\partial_yA_z-\partial_zA_y$ gives $\int B_x\,dz=\partial_y\int A_z\,dz$. Therefore

$$\frac{\partial\varphi_m}{\partial x}=\frac e\hbar\int B_y\,dz,\qquad \frac{\partial\varphi_m}{\partial y}=-\frac e\hbar\int B_x\,dz .$$

A difference of magnetic phase between two points on a line along $x$ is thus $e/\hbar$ times the flux of $B_y$ through the strip between the two electron paths.

The signs can be compared with the Lorentz force $\mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B)$. For $\mathbf v=v\hat{\mathbf z}$ one has $\hat{\mathbf z}\times\mathbf B=(-B_y,B_x,0)$, and $\mathbf E=-\nabla V$. With $dt=dz/v$, the sideways momentum gained along $x$ is

$$\int F_x\,dt=\frac ev\int\frac{\partial V}{\partial x}\,dz+e\int B_y\,dz=\hbar\frac{\partial}{\partial x}(\varphi_e+\varphi_m).$$

The $y$ component is $(e/v)\int\partial_yV\,dz-e\int B_x\,dz=\hbar\,\partial_y(\varphi_e+\varphi_m)$. Both signs agree with the phase formula.

### The flip as a rotation

Let the flip axis be $\mathbf n=(\cos\theta,\sin\theta,0)$. A turn by 180° leaves the component along $\mathbf n$ alone and reverses the two components perpendicular to it. Its matrix is

$$R=2\mathbf n\mathbf n^{T}-1 .$$

The eigenvalues are $1,-1,-1$, so the determinant is $+1$ and $R$ is a proper rotation. Since $\mathbf n^T\mathbf n=1$,

$$R^2=4\mathbf n\mathbf n^T-4\mathbf n\mathbf n^T+1=1,$$

so $R^{-1}=R$. Because $\mathbf n$ has no $z$ component, $R$ acts separately on the plane and on $z$:

$$R(\boldsymbol\rho,z)=(P\boldsymbol\rho,-z),\qquad P=\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.$$

The determinant of $P$ is $-1$. It is a mirror operation in the image plane that keeps the axis $\mathbf n$, and $P^2=1$. For a flip about $y$, $P$ sends $(x,y)$ to $(-x,y)$.

A flip axis that misses the origin adds a shift. The part in the plane is removed when the images are registered. The part along $z$ does not matter, because the integrals cover the whole line.

### How the potentials turn with the specimen

The assumption is now that charges and magnetization move rigidly with the specimen. A prime denotes the flipped specimen. The charge that was at $R^{-1}\mathbf r$ is now at $\mathbf r$, so

$$V'(\mathbf r)=V(R^{-1}\mathbf r).$$

A current density is turned as well as moved: $\mathbf J'(\mathbf r)=R\,\mathbf J(R^{-1}\mathbf r)$. The currents equivalent to the magnetization are included, with $\mathbf J=\nabla\times\mathbf M$. Under a proper rotation $\mathbf M$ transforms by the same rule as $\mathbf J$. The vector potential of the flipped specimen is

$$\mathbf A'(\mathbf r)=\frac{\mu_0}{4\pi}\int\frac{R\,\mathbf J(R^{-1}\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Substitute $\mathbf r'=R\mathbf s$. A rotation preserves volume and distance, so $d^3r'=d^3s$ and $|\mathbf r-R\mathbf s|=|R^{-1}\mathbf r-\mathbf s|$. The integral becomes

$$\mathbf A'(\mathbf r)=R\,\mathbf A(R^{-1}\mathbf r).$$

The last row of $R$ is $(0,0,-1)$. With $R^{-1}=R$ this gives

$$V'(\boldsymbol\rho,z)=V(P\boldsymbol\rho,-z),\qquad A'_z(\boldsymbol\rho,z)=-A_z(P\boldsymbol\rho,-z).$$

### The separation

Integrate over $z$ and set $z'=-z$. The sign from $dz=-dz'$ cancels the sign from exchanging the limits, so reversing the order of the layers does not alter either integral. The sign in front of $A_z$ remains:

$$\varphi'_e(\boldsymbol\rho)=\varphi_e(P\boldsymbol\rho),\qquad \varphi'_m(\boldsymbol\rho)=-\varphi_m(P\boldsymbol\rho).$$

The second image is brought into register by reading it at $P\boldsymbol\rho$. Since $P^2=1$,

$$\varphi'(P\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)-\varphi_m(\boldsymbol\rho).$$

Adding this to, and subtracting it from, $\varphi(\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)+\varphi_m(\boldsymbol\rho)$ gives

$$\varphi_e(\boldsymbol\rho)=\tfrac12\left[\varphi(\boldsymbol\rho)+\varphi'(P\boldsymbol\rho)\right],\qquad \varphi_m(\boldsymbol\rho)=\tfrac12\left[\varphi(\boldsymbol\rho)-\varphi'(P\boldsymbol\rho)\right].$$

An observer fixed to the specimen sees the same object crossed by a beam in the opposite direction. The change of speed in a potential does not depend on the direction of travel. The magnetic force does, because it contains $\mathbf v\times\mathbf B$.

The electrostatic half of the argument does not depend on the expansion in $V$. The kinetic momentum $p_k$ is a function of the local potential alone, and the integral of any such function along the line is preserved by the flip. Higher orders in $V$ therefore stay in the half-sum within the projection approximation. They affect the conversion of the half-sum into volts, but do not leak into the magnetic result.

### What changes before the images are aligned

Take a flip about $y$ and a field along $y$. The rotated field is $B'_y(x,y,z)=B_y(-x,y,-z)$; its direction in the laboratory has not changed. The slope $\partial_x\varphi'_m$ at $x$ therefore equals the original slope at $-x$, with the same sign. The reversal appears when the image is mirrored, since mirroring reverses $x$ and hence every slope along $x$.

For a field along $x$ the order is different. The flip gives $B'_x(x,y,z)=-B_x(-x,y,-z)$, so the slope along $y$ changes sign at once, and the mirroring leaves $y$ alone. After alignment both field components give a reversed phase.

A bar magnetized along the flip axis and symmetric about it shows the distinction most clearly. Its magnetic phase is odd under the mirror, $\varphi_m(P\boldsymbol\rho)=-\varphi_m(\boldsymbol\rho)$. The raw image of the flipped bar then has $\varphi'_m(\boldsymbol\rho)=-\varphi_m(P\boldsymbol\rho)=\varphi_m(\boldsymbol\rho)$, identical to the first.

A turn by 180° about the beam is a useful contrast. It reverses in-plane magnetization in the laboratory, but its matrix is $\mathrm{diag}(-1,-1,1)$ and leaves $A_z$ with its sign:

$$A'_z(\boldsymbol\rho,z)=A_z(-\boldsymbol\rho,z),\qquad \varphi'(-\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)+\varphi_m(\boldsymbol\rho).$$

After alignment the two images are the same, and nothing is separated. What matters is the direction in which the beam crosses the specimen.

### Offsets, ramps and noise

A measured phase is known up to a constant, and often contains a linear ramp from the instrument. If the two aligned images carry additions $c_1$ and $c_2$, the half-sum acquires $(c_1+c_2)/2$ and the half-difference $(c_1-c_2)/2$. A ramp in the half-difference looks like a uniform field. It should be removed with a separate hologram taken without the specimen. Vacuum beside a magnet is not a flat reference for $\varphi_m$, because the stray field gives it a phase of its own.

Phases must also be unwrapped consistently. A missed $2\pi$ in one image puts an error of size $\pi$ into each result. Independent noise of variance $\sigma^2$ in each image gives each result the variance $(\sigma^2+\sigma^2)/4=\sigma^2/2$.

## II. A stepped magnetic bar and the limits of the method

### Symbols and results carried over

The beam runs along $+z$, the electron charge is $-e$, and $\boldsymbol\rho=(x,y)$. The phase is $\varphi=\varphi_e+\varphi_m$, with $\varphi_e=C_E\int V\,dz$, $\varphi_m=-(e/\hbar)\int A_z\,dz$ and $C_E=e/(\hbar v)$. A prime denotes the specimen flipped about the in-plane axis $\mathbf n$, and $P$ is the mirror that keeps $\mathbf n$. Then $\varphi'(P\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)-\varphi_m(\boldsymbol\rho)$, so the aligned half-sum is $\varphi_e$ and the half-difference is $\varphi_m$. The field enters through $\partial_x\varphi_m=(e/\hbar)\int B_y\,dz$.

### Magnetic phase of a rectangular prism

A uniformly magnetized body has

$$\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\int\frac{\mathbf M\times(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^3r' .$$

For $\mathbf M=M\hat{\mathbf y}$ the $z$ component of the cross product is $-M(x-x')$. Let $s$ be the distance between $\boldsymbol\rho$ and $\boldsymbol\rho'$. With $z-z'=s\tan u$,

$$\int_{-\infty}^{\infty}\frac{dz}{[s^2+(z-z')^2]^{3/2}}=\frac1{s^2}\int_{-\pi/2}^{\pi/2}\cos u\,du=\frac2{s^2}.$$

The result does not depend on $z'$, so integration over the thickness gives a factor $t$. For a prism with $x_1<x'<x_2$ and $y_1<y'<y_2$,

$$\varphi_m=\frac e\hbar\frac{\mu_0Mt}{2\pi}\,G,\qquad G=\int_{y-y_2}^{y-y_1}\!\int_{x-x_2}^{x-x_1}\frac{X}{X^2+Y^2}\,dX\,dY,$$

where $X=x-x'$ and $Y=y-y'$. A primitive is

$$F(X,Y)=\tfrac12Y\ln(X^2+Y^2)+X\arctan(Y/X).$$

Indeed $\partial_YF=\tfrac12\ln(X^2+Y^2)+(Y^2+X^2)/(X^2+Y^2)=\tfrac12\ln(X^2+Y^2)+1$, and its derivative with respect to $X$ is the integrand. With $X_a=x-x_2$, $X_b=x-x_1$, $Y_a=y-y_2$ and $Y_b=y-y_1$,

$$G=F(X_b,Y_b)-F(X_a,Y_b)-F(X_b,Y_a)+F(X_a,Y_a).$$

For a very long prism the logarithms cancel and $X\arctan(Y/X)$ tends to $\pm\pi|X|/2$ for $Y\to\pm\infty$. Hence $G\to\pi(|x-x_1|-|x-x_2|)$. The phase is then flat outside the bar and has the slope $(e/\hbar)\mu_0Mt$ inside, as the flux rule requires.

Once the flipped image is mirrored into register, the half-sum of the two phases is the electrostatic part and the half-difference is the magnetic part; the magnetic phase of a uniformly magnetized prism has also been found in closed form. What remains is to apply these results to a stepped bar, test the relation, and examine the errors and limits of the method.
